**Mehler kernel from iterated Gaussian convolutions**

For $H=p^2/2m+m\omega^2x^2/2$ with $\hbar=1$, the thermal density matrix is the Mehler kernel with $\kappa=m\omega$ and $u=\beta\omega$. With $P$ symmetric short-time factors and $\tau=\beta/P$, the kernel has the same form with $\kappa\to c=\kappa\sqrt{1+(\omega\tau)^2/4}$ and $u\to P\theta$, where $2\sinh(\theta/2)=\omega\tau$. The program asserts that repeated grid quadrature reproduces this finite-$P$ form for seven values of $P$ from 1 to 64, and that the Gaussian recursion agrees with its hyperbolic solution. It also asserts that the limiting kernel agrees with a density matrix obtained by diagonalizing $H$ in a sinc basis; the largest difference for $|x|,|x'|<4$ bohr is $4.0\times10^{-14}$ bohr$^{-1}$. Further assertions cover the action of $H$ and of the kernel on the Hermite generating function, the five largest eigenvalues of an eight-bead short-time kernel, and the classical one-bead values. For $m=2$, $\omega=0.4$ and $\beta=10$ in atomic units, the output shows the kernel error at the chosen points falling by a factor of 3.996 from $P=32$ to $P=64$. The measured error coefficients of the partition function and of $\langle x^2\rangle$ at $P=64$ agree with the leading-order predictions to better than 0.1%.

## Check in Python

```python
"""Mehler kernel of the harmonic oscillator from iterated Gaussian convolutions.

Result under test (hbar = 1, Hartree atomic units):
  <x|exp(-beta H)|y> = sqrt(kappa/(2 pi sinh u))
                       * exp(-kappa/2*((x^2+y^2)*coth u - 2*x*y/sinh u))
with H = p^2/(2m) + m omega^2 x^2/2, kappa = m*omega, u = beta*omega.
The P-fold convolution of the symmetric short-time kernel (tau = beta/P)
has the same form with kappa -> c and u -> P*theta, where
  2*sinh(theta/2) = omega*tau,  c = kappa*sqrt(1 + (omega*tau)^2/4).
Finite-P kernels are checked by grid quadrature, the limit by
diagonalization of H in a sinc basis.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad

mass, omega, beta = 2.0, 0.4, 10.0
x_probe, y_probe = 0.8, -0.3
kappa, u = mass * omega, beta * omega


def mehler(x, y, width, angle):
    """Mehler form with inverse squared length 'width' and argument 'angle'."""
    quadratic = (x**2 + y**2) / np.tanh(angle) - 2 * x * y / np.sinh(angle)
    return (np.sqrt(width / (2 * np.pi * np.sinh(angle)))
            * np.exp(-0.5 * width * quadratic))


def short_time(x, y, tau):
    """Free-particle kernel with half of the potential at each end."""
    return (np.sqrt(mass / (2 * np.pi * tau))
            * np.exp(-mass * (x - y)**2 / (2 * tau)
                     - tau * mass * omega**2 * (x**2 + y**2) / 4))


def bead_parameters(beads):
    """Return theta and c for the given number of beads."""
    h = omega * beta / beads
    return 2 * np.arcsinh(h / 2), kappa * np.sqrt(1 + h**2 / 4)


def compose(kernel, step):
    """Convolve N*exp(-L x^2/2 - R y^2/2 + B x y) with a second such kernel."""
    n1, l1, r1, b1 = kernel
    n2, l2, r2, b2 = step
    d = r1 + l2
    return (n1 * n2 * np.sqrt(2 * np.pi / d), l1 - b1**2 / d,
            r2 - b2**2 / d, b1 * b2 / d)


def gaussian(kernel, x, y):
    n, left, right, cross = kernel
    return n * np.exp(-left * x**2 / 2 - right * y**2 / 2 + cross * x * y)


# One convolution of two unrelated Gaussian kernels against quadrature.
first, second = (0.7, 1.9, 1.4, 0.9), (1.2, 1.1, 1.6, -0.5)
for x0, y0 in [(0.3, -0.8), (1.1, 0.6)]:
    integral = quad(lambda z: gaussian(first, x0, z) * gaussian(second, z, y0),
                    -np.inf, np.inf, epsabs=1e-13, epsrel=1e-12)[0]
    assert abs(integral - gaussian(compose(first, second), x0, y0)) < 1e-10

# Recursion against its hyperbolic solution, including the prefactor.
demo_beads = 4
demo_tau = beta / demo_beads
b = mass / demo_tau
a = b + demo_tau * mass * omega**2 / 2
theta4, c4 = bead_parameters(demo_beads)
step = (np.sqrt(b / (2 * np.pi)), a, a, b)
kernel, history = step, []
for n in range(1, demo_beads + 1):
    if n > 1:
        kernel = compose(kernel, step)
    norm, left, right, cross = kernel
    history.append((n, left, cross, norm))
    assert abs(left - right) < 1e-12
    assert abs(left**2 - cross**2 - (a**2 - b**2)) < 1e-12
    assert abs(left - c4 / np.tanh(n * theta4)) < 1e-12
    assert abs(cross - c4 / np.sinh(n * theta4)) < 1e-12
    assert abs(norm - np.sqrt(cross / (2 * np.pi))) < 1e-12

# Grid for quadrature and for the sinc-basis Hamiltonian.
grid = np.linspace(-10, 10, 401)
dx = grid[1] - grid[0]
X, Y = grid[:, None], grid[None, :]
ix = np.argmin(abs(grid - x_probe))
iy = np.argmin(abs(grid - y_probe))
inner = abs(grid) < 4.0
block = np.ix_(inner, inner)

# Density matrix from its definition: diagonalize H and exponentiate.
index = np.arange(grid.size)
diff = index[:, None] - index[None, :]
sign = np.where(diff % 2 == 0, 1.0, -1.0)
safe = np.where(diff == 0, 1, diff).astype(float)
kinetic = np.where(diff == 0, np.pi**2 / 3, 2 * sign / safe**2)
kinetic = kinetic / (2 * mass * dx**2)
hamiltonian = kinetic + np.diag(0.5 * mass * omega**2 * grid**2)
levels, vectors = np.linalg.eigh(hamiltonian)
weights = np.exp(-beta * levels)
rho_diag = (vectors * weights) @ vectors.T / dx
rho_limit = mehler(X, Y, kappa, u)
kernel_gap = np.max(abs(rho_diag - rho_limit)[block])
assert kernel_gap < 1e-9

Z = 1 / (2 * np.sinh(u / 2))
x2 = 1 / (2 * kappa * np.tanh(u / 2))
energy = 0.5 * omega / np.tanh(u / 2)
density = np.diag(rho_diag)
assert abs(weights.sum() / Z - 1) < 1e-9
assert abs(np.sum(grid**2 * density) / density.sum() / x2 - 1) < 1e-9
assert abs(np.sum(levels * weights) / weights.sum() / energy - 1) < 1e-9


# Generating function of the Hermite functions: action of H and of the kernel.
def generator(s):
    return np.exp(-kappa * grid**2 / 2 + 2 * s * np.sqrt(kappa) * grid - s**2)


s = 0.4
ds = 1e-4
s_derivative = (generator(s + ds) - generator(s - ds)) / (2 * ds)
h_action = omega * (s * s_derivative + 0.5 * generator(s))
# The tolerance covers the second-order finite difference in s.
assert np.max(abs(hamiltonian @ generator(s) - h_action)[inner]) < 1e-6
mapped = rho_limit @ generator(s) * dx
expected = np.exp(-u / 2) * generator(s * np.exp(-u))
assert np.max(abs(mapped - expected)[inner]) < 1e-10

# Spectrum of the short-time kernel itself.
theta8, c8 = bead_parameters(8)
spectrum = np.linalg.eigvalsh(short_time(X, Y, beta / 8) * dx)[::-1][:5]
assert np.max(abs(spectrum - np.exp(-theta8 * (np.arange(5) + 0.5)))) < 1e-10

# Iterated convolutions by quadrature against the closed finite-P form.
rho_value = mehler(x_probe, y_probe, kappa, u)
rows = []
for beads in (1, 2, 4, 8, 16, 32, 64):
    theta, c = bead_parameters(beads)
    transfer = short_time(X, Y, beta / beads) * dx
    rho_P = np.linalg.matrix_power(transfer, beads) / dx
    closed = mehler(X, Y, c, beads * theta)
    assert np.max(abs(rho_P - closed)[block]) < 1e-10
    diagonal = np.diag(rho_P)
    Z_P = diagonal.sum() * dx
    x2_P = np.sum(grid**2 * diagonal) / diagonal.sum()
    assert abs(Z_P * 2 * np.sinh(beads * theta / 2) - 1) < 1e-9
    assert abs(x2_P * 2 * c * np.tanh(beads * theta / 2) - 1) < 1e-9
    rows.append((beads, beads * theta, c, rho_P[ix, iy], Z_P, x2_P))

# Classical values at one bead.
assert abs(rows[0][4] * u - 1) < 1e-9
assert abs(rows[0][5] * beta * mass * omega**2 - 1) < 1e-9

# Second-order convergence and its leading coefficients.
error32 = rows[-2][3] / rho_value - 1
error64 = rows[-1][3] / rho_value - 1
assert abs(error32 / error64 - 4) < 0.05
z_coefficient = u**3 / np.tanh(u / 2) / 48
x2_coefficient = u**2 * (-1 / 8 + u / (24 * np.sinh(u)))
z_measured = (rows[-1][4] / Z - 1) * 64**2
x2_measured = (rows[-1][5] / x2 - 1) * 64**2
# The tolerance covers the next order in 1/P^2 at P = 64.
assert abs(z_measured / z_coefficient - 1) < 5e-3
assert abs(x2_measured / x2_coefficient - 1) < 5e-3

hartree = sc.physical_constants["Hartree energy"][0]
bohr = sc.physical_constants["Bohr radius"][0]
print(f"mass m = {mass:.1f} electron masses")
print(f"frequency omega = {omega:.1f} hartree (hbar = 1)")
print(f"inverse temperature beta = {beta:.1f} 1/hartree")
print(f"temperature = {hartree / (beta * sc.k):.0f} K")
print(f"u = beta*omega = {u:.1f} (no unit)")
print(f"kappa = m*omega = {kappa:.1f} 1/bohr^2")
print(f"probe points x = {x_probe:.1f}, x' = {y_probe:.1f} bohr")
print("Four-bead recursion:")
print(f"tau = {demo_tau:.2f} 1/hartree")
print(f"a = {a:.6f}, b = {b:.6f} 1/bohr^2")
print(f"theta = {theta4:.6f} (no unit), c = {c4:.6f} 1/bohr^2")
print("n, A_n (1/bohr^2), B_n (1/bohr^2), N_n (1/bohr)")
for n, left, cross, norm in history:
    print(f"{n}  {left:.6f}  {cross:.6f}  {norm:.6f}")
print("P, P*theta (no unit), c (1/bohr^2), rho_P(x,x') (1/bohr)")
for beads, angle, c, value, _, _ in rows:
    print(f"{beads:2d}  {angle:.6f}  {c:.6f}  {value:.8f}")
print(f"limit  {u:.6f}  {kappa:.6f}  {rho_value:.8f}")
print("P, Z_P (no unit), <x^2>_P (bohr^2)")
for beads, _, _, _, Z_P, x2_P in rows:
    print(f"{beads:2d}  {Z_P:.8f}  {x2_P:.8f}")
print(f"limit  {Z:.8f}  {x2:.8f}")
print(f"rho(x,x') by diagonalization = {rho_diag[ix, iy]:.8f} 1/bohr")
print(f"largest kernel gap, |x|,|x'| < 4 bohr: {kernel_gap:.1e} 1/bohr")
print(f"relative error of rho_P at P=32: {error32:.3e}")
print(f"relative error of rho_P at P=64: {error64:.3e}")
print(f"ratio of these errors = {error32 / error64:.4f}")
print(f"P^2 * rel. error of Z, P=64: {z_measured:.4f}")
print(f"  predicted leading coefficient: {z_coefficient:.4f}")
print(f"P^2 * rel. error of <x^2>, P=64: {x2_measured:.4f}")
print(f"  predicted leading coefficient: {x2_coefficient:.4f}")
print(f"mean energy = {energy:.6f} hartree")
print(f"mean energy = {energy * hartree / sc.e:.4f} eV")
print(f"rms position = {np.sqrt(x2):.6f} bohr")
print(f"rms position = {np.sqrt(x2) * bohr / sc.angstrom:.4f} angstrom")
print("tests ok")
```

It prints:

```
mass m = 2.0 electron masses
frequency omega = 0.4 hartree (hbar = 1)
inverse temperature beta = 10.0 1/hartree
temperature = 31578 K
u = beta*omega = 4.0 (no unit)
kappa = m*omega = 0.8 1/bohr^2
probe points x = 0.8, x' = -0.3 bohr
Four-bead recursion:
tau = 2.50 1/hartree
a = 1.200000, b = 0.800000 1/bohr^2
theta = 0.962424 (no unit), c = 0.894427 1/bohr^2
n, A_n (1/bohr^2), B_n (1/bohr^2), N_n (1/bohr)
1  1.200000  0.800000  0.356825
2  0.933333  0.266667  0.206013
3  0.900000  0.100000  0.126157
4  0.895238  0.038095  0.077866
P, P*theta (no unit), c (1/bohr^2), rho_P(x,x') (1/bohr)
 1  2.887271  1.788854  0.08815510
 2  3.525494  1.131371  0.06702897
 4  3.849695  0.894427  0.05564983
 8  3.959463  0.824621  0.05197001
16  3.989656  0.806226  0.05097829
32  3.997400  0.801561  0.05072540
64  3.999349  0.800391  0.05066187
limit  4.000000  0.800000  0.05064066
P, Z_P (no unit), <x^2>_P (bohr^2)
 1  0.25000000  0.31250000
 2  0.17677670  0.46875000
 4  0.14907120  0.58333333
 8  0.14079166  0.62991863
16  0.13860204  0.64356044
32  0.13804629  0.64712087
64  0.13790682  0.64802083
limit  0.13786028  0.64832170
rho(x,x') by diagonalization = 0.05064066 1/bohr
largest kernel gap, |x|,|x'| < 4 bohr: 4.0e-14 1/bohr
relative error of rho_P at P=32: 1.673e-03
relative error of rho_P at P=64: 4.188e-04
ratio of these errors = 3.9960
P^2 * rel. error of Z, P=64: 1.3827
  predicted leading coefficient: 1.3831
P^2 * rel. error of <x^2>, P=64: -1.9009
  predicted leading coefficient: -1.9023
mean energy = 0.207463 hartree
mean energy = 5.6454 eV
rms position = 0.805184 bohr
rms position = 0.4261 angstrom
tests ok
```
